# Random Deposition Without Relaxation: Poisson Column Heights and Square-Root Roughness, part 2

A film grows on a flat substrate divided into $M$ equivalent columns, and the question is how rough it becomes. Column $i$ has height $h_i$, counted in layers of thickness $d$; lengths are in nanometres. Impacts on each column form independent Poisson streams with a common rate $k(t)$. Two further assumptions are cited by number:

3. Each impact leads to reaction with probability $s$, whatever the column's height or history. A species that does not react leaves and does not return.
4. A reacted unit stays on the column it struck, without hopping, desorbing, or attaching to the side of a taller neighbour.

The reaction rate per column is

$$r(t)=s\,k(t),\tag{4}$$

and $\lambda=\int r\,dt$ is the mean layer number. With $\mu$ the mean number of impacts per column, $\lambda=s\mu$ and the joint law of the heights is

$$P(h_1,\dots,h_M)=\prod_{i=1}^{M}e^{-s\mu}\,\frac{(s\mu)^{h_i}}{h_i!}.\tag{18}$$

With $G(z)=\langle z^h\rangle$, where angle brackets denote the ensemble average,

$$\langle h\rangle=G'(1)=\lambda,\qquad \langle h(h-1)\rangle=G''(1)=\lambda^2.\tag{12}$$

The variance is $\lambda$. For mean thickness $T=\lambda d$, the ensemble roughness is

$$W=d\sqrt{\lambda}=\sqrt{T\,d}.\tag{14}$$

One film with $N$ deposited units has mean height $\bar h=N/M$ and roughness $w$ in layers:

$$w^2=\frac1M\sum_{i=1}^M\left(h_i-\bar h\right)^2=\frac1M\sum_{i=1}^Mh_i^2-\frac{N^2}{M^2}.\tag{23}$$

For fixed $N$, with $n=N/M$,

$$\langle w^2\rangle=\frac NM+\frac{N(N-1)}{M^2}-\frac{N^2}{M^2}=n\left(1-\frac1M\right),\tag{25}$$

$$\mathrm{Var}(w^2)=\frac4{M^2}\,\frac{N(N-1)}2\,\frac1M\left(1-\frac1M\right)=\frac{2N(N-1)(M-1)}{M^4}.\tag{26}$$

The numerical output at the end also lists checks of earlier results: a run with the rate $r(t)=r_0[1+\tfrac12\sin(2\pi t/8\,\mathrm{s})]$, $r_0=0.7365\ \mathrm{s^{-1}}$, for 50 s; the joint law of two columns for $M=5$, $\mu=4$, $s=0.3$; all placements of seven units on three columns; and the total variation distance (half the summed absolute differences of probabilities) between the fixed-$N$ binomial law and the Poisson law.

### Convergence for a large film

The right side of (26) is smaller than $2n^2/M$. Chebyshev's inequality states that a random variable departs from its mean by at least $\epsilon$ with probability no greater than its variance divided by $\epsilon^2$. Therefore

$$\mathrm{Prob}\left(\left|w^2-\langle w^2\rangle\right|\ge\epsilon\right)\le\frac{2n^2}{M\epsilon^2},\tag{27}$$

which vanishes as $M\to\infty$ at fixed $n$. Since $\langle w^2\rangle\to n$ by (25), $w^2$ tends to $n$ in probability. The same holds for the square root, because

$$\left|w-\sqrt n\right|=\frac{|w^2-n|}{w+\sqrt n}\le\frac{|w^2-n|}{\sqrt n}.\tag{28}$$

If the arrivals are Poisson, $N$ itself fluctuates. By (18), applied to the whole surface as a single column, $N$ is Poisson with mean $M\lambda$. Averaging (25) over $N$ gives $\langle w^2\rangle=\lambda(1-1/M)$. The total variance is the average of (26) plus the variance of (25) caused by the spread of $N$. With $\langle N(N-1)\rangle=(M\lambda)^2$ from (12) and $\mathrm{Var}(N/M)=\lambda/M$, this is

$$\mathrm{Var}(w^2)=\frac{2\lambda^2(M-1)}{M^2}+\left(1-\frac1M\right)^2\frac\lambda M.\tag{29}$$

Both terms vanish for large $M$, so $w\to\sqrt\lambda$ in probability for Poisson arrivals too.

For $N$ and $M$ both large, (26) gives $w^2$ a relative standard deviation of $\sqrt{2/M}$. A small relative change of $w$ is half that of $w^2$, so $w$ has a relative spread of about $1/\sqrt{2M}$. A simulated film of $256\times256$ columns should therefore follow the law to about 0.3 %. Its roughness was 0.999, 1.992, 3.993 and 6.067 layers at $n=1$, 4, 16 and 36.825, where $\sqrt n$ is 1, 2, 4 and 6.068.

### Steps between neighbours and averaging by a probe

Independence of the columns has a drastic consequence for the shape of the surface. The difference of two independent heights has variance $\lambda+\lambda$, so the rms step between neighbours is

$$\sqrt{\left\langle(h_i-h_l)^2\right\rangle}=\sqrt{2\lambda}.\tag{30}$$

The step between adjacent columns is larger than the roughness itself, by a factor $\sqrt2$. The surface has no smooth hills. It is a set of unrelated towers.

This makes the apparent roughness depend on lateral resolution. Suppose that a probe reports the mean height over a block of $b\times b$ columns. The block total is a sum of $b^2$ independent heights and has variance $b^2\lambda$. The mean is the total divided by $b^2$, so its variance is $b^2\lambda/b^4=\lambda/b^2$, and

$$W_b=\frac{d\sqrt\lambda}{b}.\tag{31}$$

A probe that touches the highest points instead of averaging would not obey (31).

### Two changes that alter the law

**Self-limiting cycles.** In growth by alternating precursor pulses, a site may accept at most one unit per cycle. This violates assumption 3, since a filled site refuses further units until the next cycle. Let each site be filled with probability $\theta$ in each cycle, independently of other sites and cycles. The height gained per cycle is zero or one, with mean $\theta$ and variance $\theta(1-\theta)$. After $c$ cycles $n=c\theta$, and

$$\mathrm{Var}(h)=c\,\theta(1-\theta)=n(1-\theta).\tag{32}$$

With $\theta=0.4$ and 92 cycles, $n=36.80$ and the roughness is 4.699 layers, against 6.066 for Poisson arrivals at the same mean. The Poisson value returns for $\theta\ll1$, and complete filling gives a flat film.

**Non-uniform flux.** Let the mean layer number vary across the substrate with average $n$ and relative rms variation $\delta$. The total variance is the average of the local variances plus the variance of the local means. The first is $n$, because each local variance equals its local mean. The second is $(\delta n)^2$. Thus

$$\mathrm{Var}(h)=n+\delta^2n^2.\tag{33}$$

The two terms are equal at $n=1/\delta^2$. In much thicker films the non-uniformity dominates, and the roughness grows in proportion to thickness. Here $\delta$ is the variation within the area over which the roughness is taken. If the flux drifts slowly across the substrate, a small scan sees much less of this variation than the whole substrate does.

### Worked example: an amorphous silicon film

Consider a film deposited from a silane plasma, with rough typical values: thickness $T=10$ nm, growth rate $0.20$ nm/s, temperature 500 K, and an assumed reaction probability $s=0.3$ for the radicals that carry the growth. Each unit is taken to be one silicon atom occupying a cube. The volume per atom is that of crystalline silicon, whose cubic cell of edge $a$ holds eight atoms. The cube edge is then $(a^3/8)^{1/3}=a/2$, which gives $d=0.2716$ nm. The mean layer number and the reaction rate per column are

$$n=\frac{10\ \mathrm{nm}}{0.2716\ \mathrm{nm}}\approx36.8,\qquad r=\frac{0.20\ \mathrm{nm/s}}{0.2716\ \mathrm{nm}}\approx0.74\ \mathrm{s^{-1}}.\tag{34}$$

The radical flux needed to sustain this rate follows from (4), divided by the column area $d^2$:

$$\frac{r}{s\,d^2}=\frac{0.7365\ \mathrm{s^{-1}}}{0.3\,(2.716\times10^{-8}\ \mathrm{cm})^2}\approx3.3\times10^{15}\ \mathrm{cm^{-2}\,s^{-1}}.\tag{35}$$

The model roughness is

$$W=d\sqrt n=0.2716\ \mathrm{nm}\times6.07\approx1.65\ \mathrm{nm},\tag{36}$$

or 6.07 layers, about 16 % of the film thickness.

Equation (30) gives an rms neighbour step of 8.58 layers, and the simulated film has 8.57. Since the columns are as wide as a layer is thick, this corresponds to an rms slope of about 8.6. In the Poisson model, 86 % of neighbouring pairs differ by more than one layer. Averaging over blocks 1.09 nm wide ($b=4$) reduces the roughness to 0.412 nm by (31), and the simulated film gives 0.414 nm. For blocks 4.34 nm wide ($b=16$) the values are 0.103 and 0.105 nm.

### What the neglected processes do to this film

**Relaxation to a lower neighbour.** Let an arriving unit, with probability $p$, move to the lowest of the four nearest columns if that column is lower than the one it struck. Compare a unit placed on column $l$ with the same unit placed on column $i$. The sum of squared heights differs by

$$\left[(h_l+1)^2-h_l^2\right]-\left[(h_i+1)^2-h_i^2\right]=-2(h_i-h_l).\tag{37}$$

The deeper the drop, the more roughness is removed. Let $\Delta$ be the drop available to an arriving unit, averaged over all columns and counted as zero where no neighbour is lower. A unit left on a randomly struck column raises $\sum_ih_i^2$ by $2\bar h+1$ on average, whatever the shape of the surface. By (23), $w^2$ then grows on average by $(1-1/M)/M$ per unit, which is one per layer for large $M$. With relaxation, (37) changes this to

$$\frac{d\langle w^2\rangle}{dn}=1-2p\,\langle\Delta\rangle.\tag{38}$$

Growth of the roughness is thus strongly curbed once $\langle\Delta\rangle$ approaches $1/(2p)$. On independent towers with the roughness of this film, a single neighbour already offers a mean drop of half the mean absolute step. For a nearly Gaussian step this is $\tfrac12\sqrt{2/\pi}\times8.58\approx3.4$ layers. The lowest of four neighbours offers more, so even a small $p$ matters.

Simulations on $64\times64$ columns, with the arrival sequence, the deposited amount and the temperature-independent rule held fixed, gave the following.

| $p$ | roughness (layers) | roughness (nm) |
|---|---|---|
| 0 | 6.11 | 1.66 |
| 0.01 | 5.83 | 1.58 |
| 0.10 | 3.91 | 1.06 |
| 1 | 0.71 | 0.19 |

The first row differs from 6.07 by less than the expected spread of about 1 % for this number of columns. Each row is a single run; repeated runs scatter by about 0.06 to 0.08 layers for $p\le0.1$ and by about 0.02 layers for $p=1$. Full relaxation to nearest neighbours lowers the roughness by a factor of 8 to 9 (8.6 in this run, about 8.3 on $128\times128$ columns).

**Sideways sticking.** If a unit instead attaches at first contact with a neighbouring column, the struck column rises to $h_i+1$ or to the height of its tallest neighbour, whichever is greater. With the same arrivals, the mean height becomes 114.8 layers, although the deposited amount is still 36.8. Material fills about 32 % of the volume beneath the surface, and the rest is void. In this run the roughness is 4.2 layers, with a run-to-run scatter of about 0.4 layers, and below the random-deposition value for the same deposited amount: the film is porous, yet its outer surface is less rough. This order does not hold from the start. On a surface of this size, sideways sticking still gives the rougher film at 8 deposited layers, and the smoother one by 24. The thickness at which the order changes varies from run to run. One contact can raise a column by several layers at once, but the rule also leaves a struck column at least as high as its neighbours, so deep gaps are bridged over. The roughness later grows more slowly than $\sqrt n$; on $64\times64$ columns it levels off near 4 to 5 layers.

**Thermal hopping.** Let a reacted unit hop at the rate $\nu e^{-E/k_BT_s}$, where $E$ is the barrier, $k_B$ Boltzmann's constant, $T_s$ the surface temperature, and $\nu=10^{13}\ \mathrm{s^{-1}}$ a rough attempt frequency. The time per layer is $1/r=1.36$ s. One hop in that time requires

$$E=k_BT_s\,\ln\frac{\nu}{r}\approx1.30\ \mathrm{eV}\tag{39}$$

at 500 K. A barrier of 1.0 eV would allow about 1100 hops per layer time. Assumption 4 therefore needs barriers clearly above 1.3 eV at this temperature and growth rate. Reducing the chance of a hop to 0.01 per layer time takes about 1.5 eV, and in the table above a relaxation probability of 0.01 still lowers the roughness by about 5 %. A factor of ten in $\nu$ shifts these barriers by 0.1 eV.

**Non-uniform flux.** A variation of 1 % raises the roughness from 6.07 to 6.08 layers by (33), which is negligible here. It would equal the random contribution at a thickness of about 2.7 µm.

### The model beside real films

The thickness, growth rate and temperature lie in the ordinary range for plasma-deposited amorphous silicon, while the reaction probability is an assumed value. Radicals can also be lost at the surface without adding to the film, so the probability of incorporation may be smaller than 0.3. The flux (35) would then be larger in proportion to $1/s$, but the model roughness at the given thickness would not change. The model value of 1.65 nm should not be compared directly with a measured one, which depends on the probe and on the lateral range scanned.

Two assumptions are doubtful for such a film. The first is that a unit stays on top of an isolated tower many atoms high. Within the simulated rule, letting units drop to a lower neighbour moves the result from about 1.65 nm to as little as 0.19 nm, depending on $p$. The second is that every column receives the same flux. Radicals in a plasma arrive from many directions, so tall columns would shade the low ones between them and collect more material. This shadowing is left out of the model. Also left out is motion of the radicals before they react: on a hydrogen-covered surface they are commonly held to diffuse and to bond at favourable sites. This would break assumptions 3 and 4 whatever the barrier (39) for units already bonded. Hydrogen in the film and its slightly different density change $d$; by (14), a change of a few per cent in $d$ at fixed thickness alters $W$ by half that percentage. The square-root law is best used as the shot-noise reference for uncorrelated arrival. If the true surface of a film grown under uniform flux has a roughness far below $\sqrt{Td}$, some process correlates the columns or regulates their filling. A measured value supports this conclusion only if the probe resolves single columns. A tip several nanometres wide cannot enter the narrow gaps, and it would report a lower roughness even for independent columns. The main computed values are given in the numerical output.

## Computed values

```
layer thickness d = 0.2716 nm
film thickness = 10.0 nm, growth rate = 0.20 nm/s
deposition time = 50.0 s, temperature = 500 K
reaction probability s = 0.30
reaction rate per column = 0.7365 1/s
impinging radical flux = 3.329e+15 1/(cm2 s)
mean layer number n = 36.825
predicted roughness = 6.068 layers = 1.648 nm
relative roughness = 16.48 % of thickness
modulated flux: integrated rate = 37.2944 layers
master equation: mean = 37.2944, variance = 37.2944
largest deviation from Poisson law = 3.5e-12
joint law minus product of Poisson laws, largest = 5.6e-16
7 particles on 3 columns, 2187 placements:
  mean w^2 = 1.55556, variance of w^2 = 2.07407
  covariance of two columns = -0.77778
n=4, M=100: total variation distance = 2.520e-03
n=4, M=1000: total variation distance = 2.509e-04
n=4, M=10000: total variation distance = 2.507e-05
simulated film: 256 x 256 columns
  n =  1.000: roughness 0.999, sqrt(n) 1.000 layers
  n =  4.000: roughness 1.992, sqrt(n) 2.000 layers
  n = 16.000: roughness 3.993, sqrt(n) 4.000 layers
  n = 36.825: roughness 6.067, sqrt(n) 6.068 layers
  largest gap of cumulative distributions = 0.0025
rms neighbour step: film 8.574, sqrt(2n) 8.582 layers
neighbour pairs differing by more than one layer = 86.1 %
averaged over 1.09 nm: film 0.414 nm, formula 0.412 nm
averaged over 4.34 nm: film 0.105 nm, formula 0.103 nm
self-limiting: 92 cycles, theta = 0.4, n = 36.80
  roughness = 4.699, sqrt(n) = 6.066 layers
flux non-uniformity 1 %: roughness = 6.080 layers
  equals shot noise at thickness 2716 nm
same arrivals on 64 x 64 columns, chance to drop to lower neighbour:
  chance 0.00: roughness = 6.113 layers = 1.660 nm
  chance 0.01: roughness = 5.828 layers = 1.583 nm
  chance 0.10: roughness = 3.907 layers = 1.061 nm
  chance 1.00: roughness = 0.709 layers = 0.192 nm
sideways sticking: mean height = 114.78 layers, roughness = 4.205 layers
  filled fraction below mean height = 0.321
attempt frequency = 1.0e+13 1/s, time per layer = 1.358 s
barrier for one hop per layer time = 1.303 eV
hops per layer time at 1.0 eV = 1130.5
```
